# The Dirac propagator and the sign in fermionic time ordering

An electron is added to the vacuum at one event and removed at another. If a signal no faster than light can connect the events, all inertial observers agree on which came first. If the separation is spacelike, they need not agree: a boost can reverse the order. A time-ordered amplitude refers explicitly to that order, so it is not obvious that it can be a relativistic object. For the Dirac field it is one, provided that interchanging the two field operators brings a minus sign. With that sign the amplitude has the Fourier transform

$$
\widetilde T(p)=\frac{i(\not p+m)}{p^2-m^2+i\epsilon}. \tag{1}
$$

The covariant problem of a free field has a single scale, its mass $m$, so natural units $\hbar=c=1$ are used. The metric is $(+,-,-,-)$, so that $p\cdot x=p^0t-\mathbf p\cdot\mathbf x$ and $\not p=p^0\gamma^0-\boldsymbol\gamma\cdot\mathbf p$. The matrices satisfy $\{\gamma^\mu,\gamma^\nu\}=2g^{\mu\nu}$, with $\gamma^0$ Hermitian and $\gamma^i$ anti-Hermitian, and $\bar\psi=\psi^\dagger\gamma^0$. The field obeys $(i\not\partial-m)\psi=0$ and the equal-time rule

$$
\{\psi_a(t,\mathbf x),\psi_b^\dagger(t,\mathbf y)\}=\delta_{ab}\,\delta^3(\mathbf x-\mathbf y). \tag{2}
$$

Anticommutation is thus an assumption here. The question is which sign must accompany time ordering once it has been made.

By translation invariance one event can be placed at the origin. The two operator orders define the matrices

$$
S^>_{ab}(x)=\langle0|\psi_a(x)\bar\psi_b(0)|0\rangle,\qquad
S^<_{ab}(x)=\langle0|\bar\psi_b(0)\psi_a(x)|0\rangle .
$$

To leave the sign open, let $\eta$ be a number and define

$$
T_\eta(x)=\theta(t)S^>(x)+\eta\,\theta(-t)S^<(x). \tag{3}
$$

The usual fermionic time ordering is $\eta=-1$.

To compute the two matrices, expand the field in modes. With $E=\sqrt{\mathbf p^2+m^2}$ and $p^0=E$,

$$
\psi(x)=\int\!\frac{d^3p}{(2\pi)^3\sqrt{2E}}\sum_r\left[b_{\mathbf pr}u_r(\mathbf p)e^{-ip\cdot x}+d^\dagger_{\mathbf pr}v_r(\mathbf p)e^{ip\cdot x}\right].
$$

Here $b$ removes a particle and $d$ removes an antiparticle; both annihilate the vacuum. Their nonzero anticommutators are $\{b_{\mathbf pr},b^\dagger_{\mathbf qs}\}=\{d_{\mathbf pr},d^\dagger_{\mathbf qs}\}=(2\pi)^3\delta_{rs}\delta^3(\mathbf p-\mathbf q)$, and the spinors are normalized to $u_r^\dagger u_s=v_r^\dagger v_s=2E\delta_{rs}$.

The spin sums follow from the one-particle Hamiltonian $h(\mathbf p)=\gamma^0(\boldsymbol\gamma\cdot\mathbf p+m)$. Since $\gamma^0$ anticommutes with $\gamma^i$, and $(\boldsymbol\gamma\cdot\mathbf p)^2=-\mathbf p^2$,

$$
h^2=(-\boldsymbol\gamma\cdot\mathbf p+m)(\boldsymbol\gamma\cdot\mathbf p+m)=m^2+\mathbf p^2=E^2 .
$$

The projectors on its eigenvalues $\pm E$ are therefore $(1\pm h/E)/2$. The spinors $u_r(\mathbf p)$ span the positive eigenspace of $h(\mathbf p)$, so $\sum_r u_ru_r^\dagger=E+h(\mathbf p)$. Multiplication by $\gamma^0$ on the right gives

$$
\sum_r u_r\bar u_r=E\gamma^0+\gamma^0(\boldsymbol\gamma\cdot\mathbf p+m)\gamma^0
=E\gamma^0-\boldsymbol\gamma\cdot\mathbf p+m=\not p+m .
$$

The function $v_r(\mathbf p)e^{iEt-i\mathbf p\cdot\mathbf x}$ has wave vector $-\mathbf p$ and frequency $-E$. Thus $v_r(\mathbf p)$ belongs to the negative eigenspace of $h(-\mathbf p)$, and

$$
\sum_r v_r\bar v_r=[E-h(-\mathbf p)]\gamma^0
=E\gamma^0-\boldsymbol\gamma\cdot\mathbf p-m=\not p-m .
$$

In $S^>$ only the contraction of $b$ with $b^\dagger$ survives; in $S^<$ only that of $d$ with $d^\dagger$ does. Hence

$$
S^>(x)=\int\!\frac{d^3p}{(2\pi)^32E}(\not p+m)e^{-ip\cdot x},\qquad
S^<(x)=\int\!\frac{d^3p}{(2\pi)^32E}(\not p-m)e^{ip\cdot x}. \tag{4}
$$

The first describes a particle travelling from the origin to $x$, the second an antiparticle travelling from $x$ to the origin.

To combine them, both must carry the same spatial factor. In $S^<$ replace $\mathbf p$ by $-\mathbf p$. The exponential becomes $e^{iEt+i\mathbf p\cdot\mathbf x}$, and the matrix becomes $E\gamma^0+\boldsymbol\gamma\cdot\mathbf p-m$. With the abbreviation $A=m-\boldsymbol\gamma\cdot\mathbf p$, the coefficients of $e^{i\mathbf p\cdot\mathbf x}$ are

$$
S^>(t,\mathbf p)=\frac{A+E\gamma^0}{2E}e^{-iEt},\qquad
S^<(t,\mathbf p)=-\frac{A-E\gamma^0}{2E}e^{iEt}. \tag{5}
$$

The minus sign in the second expression comes from the spin sum, not from time ordering.

Now transform in time. The convention is $T(x)=\int d^4p\,(2\pi)^{-4}e^{-ip\cdot x}\widetilde T(p)$, where $p^0=\omega$ is an independent variable, no longer equal to $E$. The oscillating integrals need a damping factor $e^{-\epsilon|t|}$, with $\epsilon\to0^+$ at the end:

$$
\int_0^\infty\!dt\,e^{i(\omega-E+i\epsilon)t}=\frac{i}{\omega-E+i\epsilon},\qquad
\int_{-\infty}^0\!dt\,e^{i(\omega+E-i\epsilon)t}=\frac{-i}{\omega+E-i\epsilon}.
$$

In each case the contribution at infinite time vanishes because of the damping. Combining the second minus sign with the one in equation (5) gives

$$
\widetilde T_\eta(\omega,\mathbf p)=\frac{i}{2E}\left[
\frac{A+E\gamma^0}{\omega-E+i\epsilon}
+\eta\frac{A-E\gamma^0}{\omega+E-i\epsilon}\right]. \tag{6}
$$

For $\eta=-1$, write $E_\epsilon=E-i\epsilon$. Over the common denominator $(\omega-E_\epsilon)(\omega+E_\epsilon)$, the numerator inside the brackets is

$$
\begin{aligned}
&(A+E\gamma^0)(\omega+E_\epsilon)-(A-E\gamma^0)(\omega-E_\epsilon)\\
&\quad=A\omega+AE_\epsilon+E\omega\gamma^0+EE_\epsilon\gamma^0
-A\omega+AE_\epsilon+E\omega\gamma^0-EE_\epsilon\gamma^0\\
&\quad=2E_\epsilon A+2E\omega\gamma^0 .
\end{aligned}
$$

Division by $2E$ leaves

$$
\widetilde T_{-1}=i\,\frac{\omega\gamma^0+(1-i\epsilon/E)A}{\omega^2-(E-i\epsilon)^2}. \tag{7}
$$

The extra term in the numerator is $\epsilon$ times a fraction that has a finite limit as a distribution, so it disappears. The denominator is $\omega^2-E^2+2iE\epsilon+\epsilon^2$. Its poles lie at $\omega=E-i\epsilon$ and $\omega=-E+i\epsilon$, and in the limit only the side of the real axis matters. Since $2E\epsilon$ is positive, it may be renamed $\epsilon$. With $\omega^2-E^2=p^2-m^2$ and $\omega\gamma^0+A=\not p+m$, this is equation (1).

The term $i\epsilon$ carries physical information. The function $\theta(t)(S^>+S^<)$, the retarded anticommutator, has the same algebraic fraction away from the poles. Its second term, however, is also integrated over positive times, which puts both poles below the real axis. The arrangement in equation (7), with one pole below and one above, records that positive frequencies propagate to later times and negative frequencies to earlier times.

For $\eta=+1$ the algebra changes in one sign. Away from the poles, where $\epsilon$ can be set to zero,

$$
(A+E\gamma^0)(\omega+E)+(A-E\gamma^0)(\omega-E)=2\omega A+2E^2\gamma^0,
$$

and therefore

$$
\widetilde T_{+1}=i\,\frac{E\gamma^0+(\omega/E)(m-\boldsymbol\gamma\cdot\mathbf p)}{p^2-m^2}. \tag{8}
$$

At $\omega=E$ the numerator equals $\not p+m$; at $\omega=-E$ it is the negative of $\not p+m$. The plus sign thus keeps the particle pole and reverses the residue of the antiparticle pole. It does so through a numerator that contains $E$ explicitly, and $E$ depends on the three-momentum in one particular frame.

The two signs also differ in the equation that $T_\eta$ obeys. Acting on the exponentials in equation (4), the Dirac operator produces $(\not p-m)(\not p+m)=p^2-m^2=0$ for $S^>$, and $(-\not p-m)(\not p-m)=-(p^2-m^2)=0$ for $S^<$. What remains comes from differentiating the step functions, $\partial_t\theta(\pm t)=\pm\delta(t)$:

$$
(i\not\partial-m)T_\eta=i\gamma^0\delta(t)\,[S^>(x)-\eta S^<(x)]. \tag{9}
$$

For $\eta=-1$ the bracket at $t=0$ is, by equation (5), $[(A+E\gamma^0)-(A-E\gamma^0)]/2E=\gamma^0$ for every momentum. Since $(\gamma^0)^2=1$, the source is $i\delta^4(x)$: a point source, as the anticommutator (2) requires. For $\eta=+1$ the bracket is instead $A/E$, and the source in momentum space is $i\gamma^0(m-\boldsymbol\gamma\cdot\mathbf p)/E$. The square root in $E$ makes this source nonlocal at one instant of one frame: it is nonzero at every distance $r$, and for $m>0$ it falls off as $e^{-mr}$ apart from a power of $r$.

Neither observation yet proves that $\eta=-1$ is necessary. The proof uses the region where time order depends on the observer. Define the scalar function

$$
D(x)=\int\!\frac{d^3p}{(2\pi)^32E}e^{-ip\cdot x}.
$$

Because $i\not\partial e^{-ip\cdot x}=\not p\,e^{-ip\cdot x}$ and $i\not\partial e^{ip\cdot x}=-\not p\,e^{ip\cdot x}$, equation (4) becomes

$$
S^>(x)=(i\not\partial+m)D(x),\qquad S^<(x)=-(i\not\partial+m)D(-x). \tag{10}
$$

The measure $d^3p/2E$ is what remains of $d^4p\,\delta(p^2-m^2)\theta(p^0)$ after integration over $p^0$, so $D$ is invariant under boosts and rotations. For spacelike $x$, with $r=|\mathbf x|$ and $s=\sqrt{r^2-t^2}>0$, a boost along $\mathbf x$ leads to a frame where the time difference is zero and the distance is $s$. Hence $D$ depends on $s$ alone, and $D(-x)=D(x)$. Equation (10) then gives

$$
S^<(x)=-S^>(x)\qquad\text{for spacelike }x. \tag{11}
$$

This says that the vacuum expectation value of the anticommutator vanishes at spacelike separation. For the free field with anticommuting mode operators the anticommutator is a c-number, so it vanishes there as an operator as well.

It remains to know that these functions are not zero. In the frame with zero time difference, the angular integral is $4\pi\sin(ps)/(ps)$, where $p$ now denotes $|\mathbf p|$, so

$$
D=\frac1{4\pi^2s}\int_0^\infty\!dp\,\frac{p\sin(ps)}{E}
=-\frac1{4\pi^2s}\frac{d}{ds}\int_0^\infty\!dp\,\frac{\cos(ps)}{E},
$$

with the derivative taken in the distributional sense. Put $p=m\sinh\chi$, so that $dp/E=d\chi$. The last integral is $\frac12\int_{-\infty}^{\infty}d\chi\,e^{ims\sinh\chi}$. Shifting $\chi$ to $\chi+i\pi/2$ moves the path through a region where the integrand decays, and turns the exponent into $-ms\cosh\chi$. The result is the modified Bessel function $K_0(ms)$. Since $K_0'=-K_1$,

$$
D=\frac{m}{4\pi^2s}K_1(ms).
$$

From $s^2=-x^2$ one has $\partial_\mu s=-x_\mu/s$, and the Bessel identity $(K_1(z)/z)'=-K_2(z)/z$ gives $d[K_1(ms)/s]/ds=-mK_2(ms)/s$. The two minus signs cancel in $i\not\partial D$, so that

$$
S^>(x)=\frac{m^2}{4\pi^2s}\left[K_1(ms)+iK_2(ms)\frac{\not x}{s}\right]. \tag{12}
$$

For $m>0$ its trace is positive, so the matrix does not vanish. For $m\to0$, where $K_2(z)\to2/z^2$, it tends to $i\not x/(2\pi^2s^4)$, which is also nonzero. When the invariant separation $s$ is large compared with $1/m$, the Bessel functions fall off as $e^{-ms}$, apart from a power of $s$; near the light cone $s$ is small even if $r$ is large, and there is no such suppression. This tail outside the light cone is a vacuum correlation. By equation (11) the anticommutator vanishes there.

A Lorentz transformation $\Lambda$ connected to the identity acts on spinors through a matrix $L$ with $L\not xL^{-1}=\not x'$, where $x'=\Lambda x$. Covariance of the two-point function means

$$
L\,T_\eta(x)\,L^{-1}=T_\eta(\Lambda x). \tag{13}
$$

Since $s$ is invariant, equation (12) shows that $S^>$ has this property at spacelike separation. Take an event with $0<t<r$, and boost along $\mathbf x$ with speed $v$ between $t/r$ and $1$. The new time, $t'=(t-vr)/\sqrt{1-v^2}$, is negative. On the left of equation (13) the time order selects $S^>$, which gives $LS^>(x)L^{-1}=S^>(\Lambda x)$. On the right it selects $\eta S^<(\Lambda x)$, which equals $-\eta S^>(\Lambda x)$ by equation (11). Thus

$$
S^>(\Lambda x)=-\eta\,S^>(\Lambda x)\quad\Longrightarrow\quad\eta=-1,
$$

because $S^>$ is nonzero. Conversely, for $\eta=-1$ the transform (1) satisfies $L\widetilde T(p)L^{-1}=\widetilde T(\Lambda p)$, and $d^4p$ and $p\cdot x$ are invariant, so equation (13) holds for the whole distribution.

The argument works through the spacelike region alone. At timelike separation these transformations preserve the sign of $t$ and place no condition on $\eta$. At equal times and distinct points, equation (11) makes both orders agree when $\eta=-1$, so $T_{-1}$ is continuous across $t=0$ and either order may be used there. For a free scalar field the two orders are $D(x)$ and $D(-x)$, which are equal at spacelike separation; the same reasoning then demands a plus sign. The sign in time ordering follows the relation between the two vacuum orders at spacelike separation. For the Dirac field that relation, equation (11), comes from the spin sums and the contractions $\langle bb^\dagger\rangle$ and $\langle dd^\dagger\rangle$. Commuting mode operators with the same contractions would give the same equation (4) and again require $\eta=-1$, but the vacuum value of their field commutator, $S^>-S^<=2S^>$, would not vanish outside the light cone. The covariance of $T_\eta$ alone therefore does not establish that a Dirac field must anticommute.

For a numerical example set $m=1$, $\omega=0.5$ and $\mathbf p=(0.5,0.5,0.25)$. Then $E=\sqrt{1+0.5625}=1.25$ and $p^2-m^2=0.25-1.5625=-1.3125$. For the minus sign, the coefficient of the unit matrix is $i/(-1.3125)=-0.7619i$, and that of $\gamma^0$ is $0.5i/(-1.3125)=-0.3810i$. For the plus sign, $\omega/E=0.4$, and equation (8) gives $0.4i/(-1.3125)=-0.3048i$ and $1.25i/(-1.3125)=-0.9524i$.

The numerical check tests these matrices without using the spin sums. It builds the four field operators of one momentum in a 16-dimensional Fock space, diagonalizes the many-particle Hamiltonian, integrates the ordered correlators over time and extrapolates to zero damping. The results differ from equations (1) and (8) by $2.2\times10^{-6}$ in the matrix norm, relative to the norm of the respective formula. Separate tests at $\omega=\pm E$, with damping $0.005$, confirm the side of each pole by comparison with $i(\not p+m)/(2iE\epsilon)$. The deviation relative to the norm of that matrix is $2.0\times10^{-3}$. It is the term of equation (6) that is not at its pole: since $A\pm E\gamma^0=\pm[E\pm h(\mathbf p)]\gamma^0$ have equal norms, its relative size is $\epsilon/|2E-i\epsilon|\approx0.005/2.5$.

A boost along $z$ with $v=0.6$ has Lorentz factor $1.25$. It changes the energy variable to $1.25(0.5-0.6\times0.25)=0.4375$ and $p_z$ to $1.25(0.25-0.6\times0.5)=-0.0625$. The transformed matrix and the matrix computed afresh at the new momentum differ by $8.4\times10^{-7}$ for the minus sign and by $0.64$ for the plus sign, relative to the norm of the latter matrix.

In position space take $(t,z)=(0.5,1.5)$ in units of $1/m$, with $x=y=0$. The same boost gives

$$
t'=1.25(0.5-0.9)=-0.5,\qquad z'=1.25(1.5-0.3)=1.5 .
$$

The time order is reversed, while $s=\sqrt{2.25-0.25}=1.4142$ is unchanged. With $K_1(s)=0.3142$ and $K_2(s)=0.6835$, equation (12) gives, in units of $m^3$,

$$
\begin{aligned}
\text{unit matrix:}\quad&\frac{0.3142}{4\pi^2(1.4142)}=0.00563,\\
\gamma^0:\quad&\frac{i(0.6835)(0.5)}{4\pi^2(2)}=0.00433i,\\
\gamma^3:\quad&-\frac{i(0.6835)(1.5)}{4\pi^2(2)}=-0.01298i .
\end{aligned}
$$

The last sign comes from $\not x=t\gamma^0-z\gamma^3$. After the boost, covariance requires the coefficients $0.00563$, $-0.00433i$ and $-0.01298i$, because only $t$ has changed sign. The minus ordering gives these values. The plus ordering gives $-0.00563$, $0.00433i$ and $0.01298i$, the negative of the required matrix. The mismatch relative to the norm of the required matrix is therefore $2$; for general $\eta$ it is $|1+\eta|$, which the program also tests at $\eta=0$ and $\eta=0.5$.

For an electron the unit of length $1/m$ is the reduced Compton wavelength, $0.38616$ pm. The invariant separation is then $1.4142\times0.38616=0.5461$ pm, and the coefficient of the unit matrix is $0.005628/(0.38616\ \text{pm})^3=0.0977\ \text{pm}^{-3}$. The correlation at this separation is not zero, so the two observers obtain compatible amplitudes only if reversing the order of the fields also reverses the sign.

## Values computed for the example and the checks

```
Natural units: hbar = c = 1, mass m = 1.0
Matrix rows list coefficients of 1, gamma0, gamma1, gamma2, gamma3
omega [m]: 0.5000
p [m]: [0.5  0.5  0.25]
E [m]: 1.2500
p^2-m^2 [m^2]: -1.3125
Equal-time greater, Fock [1]: 0.40000+0.00000i 0.50000+0.00000i -0.20000+0.00000i -0.20000+0.00000i -0.10000+0.00000i
Equal-time lesser, Fock [1]: -0.40000+0.00000i 0.50000+0.00000i 0.20000+0.00000i 0.20000+0.00000i 0.10000+0.00000i
Minus ordering, Fock [1/m]: -0.00000-0.76190i -0.00000-0.38095i 0.00000+0.38095i 0.00000+0.38095i 0.00000+0.19048i
Minus ordering, formula [1/m]: 0.00000-0.76190i 0.00000-0.38095i 0.00000+0.38095i 0.00000+0.38095i 0.00000+0.19048i
Plus ordering, Fock [1/m]: -0.00000-0.30476i -0.00000-0.95238i 0.00000+0.15238i 0.00000+0.15238i 0.00000+0.07619i
Plus ordering, formula [1/m]: 0.00000-0.30476i 0.00000-0.95238i 0.00000+0.15238i 0.00000+0.15238i 0.00000+0.07619i
Relative error, minus ordering [1]: 2.2e-06
Relative error, plus ordering [1]: 2.2e-06
Dirac source, minus [1]: 0.00000+1.00000i 0.00000+0.00000i -0.00000-0.00000i 0.00000+0.00000i -0.00000+0.00000i
Dirac source, plus [1]: 0.00000+0.00000i 0.00000+0.80000i 0.00000+0.00000i -0.00000-0.00000i 0.00000-0.00000i
Damping at pole test [m]: 0.0050
Relative error at omega=+E [1]: 2.00e-03
Relative error at omega=-E [1]: 2.00e-03
Boost speed [c]: 0.60; Lorentz factor [1]: 1.2500
Boosted omega [m]: 0.4375
Boosted p [m]: [ 0.5     0.5    -0.0625]
Momentum boost mismatch, minus [1]: 8.4e-07
Momentum boost mismatch, plus [1]: 0.6405
Event t, z [1/m]: 0.5000, 1.5000
Boosted t, z [1/m]: -0.5000, 1.5000
Invariant separation s [1/m]: 1.414214
K1(ms), K2(ms) [1]: 0.314198, 0.683485
Ordered function at event [m^3]: 0.00563+0.00000i 0.00000+0.00433i 0.00000+0.00000i 0.00000+0.00000i -0.00000-0.01298i
Expected after boost [m^3]: 0.00563+0.00000i -0.00000-0.00433i 0.00000+0.00000i 0.00000+0.00000i -0.00000-0.01298i
Minus ordering after boost [m^3]: 0.00563+0.00000i 0.00000-0.00433i 0.00000+0.00000i 0.00000+0.00000i -0.00000-0.01298i
Plus ordering after boost [m^3]: -0.00563+0.00000i 0.00000+0.00433i 0.00000+0.00000i 0.00000+0.00000i 0.00000+0.01298i
Bessel formula relative error [1]: 1.4e-16
Exchange relation relative error [1]: 1.0e-16
Position boost mismatch, eta=-1.0 [1]: 0.000000
Position boost mismatch, eta=+0.0 [1]: 1.000000
Position boost mismatch, eta=+0.5 [1]: 1.500000
Position boost mismatch, eta=+1.0 [1]: 2.000000
Electron reduced Compton wavelength [pm]: 0.386159
Invariant separation for electron [pm]: 0.546112
Scalar part for electron [pm^-3]: 0.097730
```
